# Schottky barrier lowering and leakage in a hafnia-like film

## Question

A flat metal electrode touches an insulating film. The electric field in the film pulls electrons away from this electrode. Its magnitude beside the metal is $F=1$ MV/cm, and it is taken as uniform. The high-frequency relative permittivity of the film is $\varepsilon_\infty=4$.

Further data, all round values in the regime of a hafnia memory capacitor with metal nitride electrodes:

- film thickness $d=10$ nm, temperature $T=300$ K;
- barrier $\phi_0=2$ eV from the Fermi level of the metal to the conduction band of the film at the interface, with the field applied but without the image force;
- effective electron mass $m=0.2\,m_e$, static relative permittivity $\varepsilon_s=30$.

Use $e^2/(4\pi\varepsilon_0)=1.43996$ eV nm and $kT=0.02585$ eV.

**(a)** Find the force on an electron at distance $x$ from an ideal metal, and its image energy.

**(b)** Find the position of the barrier top and the amount by which the image force lowers it.

**(c)** Evaluate both for the data above.

**(d)** Justify the use of $\varepsilon_\infty$, and estimate the error if the main longitudinal lattice vibration has a period of about 100 fs.

**(e)** Estimate the effects of the second electrode, of field penetration into the metal (screening length 0.05 nm), and of uncompensated polarization charge equal to 1% of 20 μC/cm².

**(f)** By what factor does the lowering raise the current of electrons passing over the barrier? Find that current density.

**(g)** Compare it with tunnelling. Is emission over the barrier the main current in this model?

**(h)** An electron is bound to a fixed centre of charge $+e$ inside the film. How far does the same field lower its escape barrier?

## Model answers

### (a) Image force and image energy

The electron has charge $-e$ and sits at distance $x$ from the metal. The surface of an ideal metal is an equipotential. A charge $+e$ placed at the mirror point, a distance $x$ behind the surface, makes the total potential of the pair vanish everywhere on the surface, because every surface point is equally far from both charges. This potential also has the correct source inside the film. The solution with these properties is unique, so the surface charge acts on the electron as the image charge would.

The two charges are $2x$ apart. The attraction towards the metal therefore has magnitude

$$
\frac{e^2}{4\pi\varepsilon_0\varepsilon_\infty(2x)^2}=\frac{a}{x^2},
\qquad a=\frac{e^2}{16\pi\varepsilon_0\varepsilon_\infty}.
$$

The force points towards smaller $x$, so $-dU_{\rm im}/dx=-a/x^2$. With $U_{\rm im}=0$ far from the metal, integration gives

$$
U_{\rm im}(x)=-\int_x^\infty\frac{a}{s^2}\,ds=-\frac{a}{x}.
$$

Two real charges $\pm e$ at separation $2x$ would have energy $-e^2/(8\pi\varepsilon_0\varepsilon_\infty x)=-2a/x$, twice as much. The factor of one half arises because the image is not held fixed: it retreats as the electron retreats, and no separate work is done on it.

### (b) The barrier top

Measure energy from the Fermi level of the metal. The field contributes $-eFx$, since it pulls the electron outwards. The complete barrier is

$$
U(x)=\phi_0-eFx-\frac{a}{x}.
$$

Its derivatives are

$$
U'(x)=-eF+\frac{a}{x^2},\qquad U''(x)=-\frac{2a}{x^3}<0.
$$

Setting $U'=0$ gives

$$
x_m=\sqrt{\frac{a}{eF}},
$$

and the negative second derivative shows that this is a maximum. At this point the outward pull of the field balances the image force. The two energy terms are also equal there:

$$
eFx_m=\sqrt{aeF},\qquad \frac{a}{x_m}=\sqrt{aeF}.
$$

The top lies at $U(x_m)=\phi_0-2\sqrt{aeF}$, so the lowering is

$$
\Delta\phi=2\sqrt{aeF}
=\sqrt{\frac{4e^3F}{16\pi\varepsilon_0\varepsilon_\infty}}
=\sqrt{\frac{e^3F}{4\pi\varepsilon_0\varepsilon_\infty}}.
$$

The lowering grows as $\sqrt F$ at fixed permittivity, because a stronger field also moves the top closer to the metal. As $F\to0$ this one-electrode formula gives a vanishing lowering, and $x_m$ grows without limit. In a real film the formula fails once $x_m$ is comparable with the thickness, because the second electrode then matters too. If the field is reversed, both forces point towards the metal and this maximum does not exist.

### (c) Numerical result

Since 1 cm is $10^7$ nm, 1 MV/cm is 0.1 V/nm, and $eF=0.1$ eV/nm. The image coefficient is

$$
a=\frac{1.43996\ \text{eV nm}}{4\times4}=0.0900\ \text{eV nm}.
$$

Hence

$$
x_m=\sqrt{\frac{0.0900}{0.1}}\ \text{nm}=0.949\ \text{nm},
$$

$$
\Delta\phi=\sqrt{\frac{1.43996\times0.1}{4}}\ \text{eV}=0.190\ \text{eV}.
$$

The lowering is about **0.19 eV**, or $3.04\times10^{-20}$ J. Half of it, 0.095 eV, comes from the field term and half from the image term. The barrier falls from 2 eV to 1.81 eV.

The top is only about two lattice spacings from the metal, taking a spacing of roughly 0.5 nm. A uniform permittivity is therefore a fair approximation at best.

### (d) Why the high-frequency permittivity?

The image force comes from the response of the surroundings to a moving electron. Electrons in the film respond almost at once, while the ions need a time comparable with a vibration period.

A representative thermal speed is $\sqrt{kT/m}=1.51\times10^5$ m/s. The corresponding time to cover $x_m$ is

$$
t=\frac{0.949\times10^{-9}\ \text{m}}{1.51\times10^5\ \text{m/s}}
=6.3\ \text{fs}.
$$

To estimate the ionic response, treat the lattice as one undamped oscillator that feels a constant force from time zero. Let $u$ be its displacement divided by its final equilibrium value. Then

$$
\ddot u=\omega^2(1-u),\qquad u(0)=\dot u(0)=0,
$$

with solution $u=1-\cos\omega t$. Here $\omega t=2\pi\times6.3/100=0.395$, so $u=0.077$.

For a given electron charge the displacement field is fixed, and the electric field is proportional to the inverse permittivity. Ionic displacement reduces that field linearly, from its value for $\varepsilon_\infty$ to its value for $\varepsilon_s$. The effective permittivity therefore follows from

$$
\frac1{\varepsilon_{\rm eff}}
=\frac1{\varepsilon_\infty}-u\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)
=0.25-0.077(0.25-0.033)=0.233,
$$

which gives $\varepsilon_{\rm eff}=4.29$ and a lowering of 0.183 eV. The correction is about 3% of the ideal value. This is a generous estimate for a typical electron. Before the top the barrier is lower, so the electron moves faster there: with kinetic energy $kT/2$ at the top it covers $x_m$ in about 3 fs, and the correction is then about 1%. Only an electron that clears the top by far less than $kT$ takes as long as 6 fs.

The period used here must be the longitudinal one, because the displacement field is fixed. If 100 fs were instead the transverse period, a single mode with these permittivities would have the longitudinal period $100\sqrt{\varepsilon_\infty/\varepsilon_s}=37$ fs, and the correction for a crossing of about 3 fs would rise to 6–7%. A fully relaxed lattice would give a lowering of 0.069 eV.

The field $F$ needs no such correction. It is the actual steady field in the film and already contains the static response of the ions.

### (e) Electrodes and polarization charge

**Second electrode.** Two parallel metal plates produce an infinite row of images. Charges $-e$ lie at distances $2nd$ from the electron on both sides, with $n=1,2,\dots$. Charges $+e$ lie at distances $2x$, $2nd-2x$ and $2nd+2x$. The energy is half the product of the electron's charge and the potential of these images, for the reason found in part (a). Since $e^2/(8\pi\varepsilon_0\varepsilon_\infty)=2a$,

$$
U_{\rm im}=2a\left[-\frac1{2x}+\sum_{n=1}^{\infty}\left(\frac1{nd}-\frac1{2(nd-x)}-\frac1{2(nd+x)}\right)\right].
$$

The last two fractions add up to $-nd/(n^2d^2-x^2)$, so

$$
U_{\rm im}=-\frac ax-2a\sum_{n=1}^{\infty}\frac{x^2}{nd\,(n^2d^2-x^2)}.
$$

For $x\ll d$ the extra term is approximately $-2ax^2d^{-3}\sum n^{-3}$, and the sum is 1.202. Because $U'(x_m)=0$, a small extra term changes the height of the top, to first order, by its value at $x_m$. The additional lowering is

$$
\frac{2\times0.0900\times0.949^2\times1.202}{10^3}\ \text{eV}=0.0002\ \text{eV},
$$

which is negligible.

**Field penetration.** In a real metal the field decays over a screening length $\lambda$. Take the background permittivity of the metal as 1. If the electron's field at the surface is $E_n$ in the film, continuity of displacement makes it $\varepsilon_\infty E_n$ just inside the metal. The potential across the screening layer is then $\varepsilon_\infty\lambda E_n$. Extended at constant slope from the film, the potential reaches zero at a depth $\delta=\varepsilon_\infty\lambda=0.2$ nm. For $x\gg\delta$ the image plane thus retreats by $\delta$, and with $y=x+\delta$

$$
U=\phi_0-eFx-\frac{a}{x+\delta}
=\phi_0+eF\delta-eFy-\frac ay.
$$

The maximum over $y$ is known from part (b). The lowering becomes $\Delta\phi-eF\delta=0.190-0.020=0.170$ eV. Since $\delta/x_m$ is about 0.2, this is an estimate.

The steady field also penetrates the metal. In a linear film without remanent polarization it lowers the interface barrier by $e\varepsilon_sF\lambda=30\times0.1\times0.05=0.15$ eV. That shift is not an image effect, and it is already contained in $\phi_0$ as defined in the question.

**Uncompensated charge.** One per cent of 20 μC/cm² is $\sigma=2\times10^{-3}$ C/m². If all its flux passes through the film, it adds a field $\sigma/(\varepsilon_0\varepsilon_s)=0.075$ MV/cm. Since $\Delta\phi\propto\sqrt F$, a small relative change in field produces half that relative change in the lowering:

$$
0.190\times\tfrac12\times0.075\ \text{eV}=0.007\ \text{eV}.
$$

The opposite sign of charge reduces the lowering by about the same amount. These values hold at fixed $\phi_0$. The interface barrier itself follows the charge on the electrode, which is set by the displacement $D=\varepsilon_0\varepsilon_sE+P$ and not by the film field alone. A separate charge sheet at the far interface would lower $\phi_0$ by $30\times0.0075\times0.05=0.011$ eV, while a sheet at this interface whose flux all crosses the film would leave it unchanged. In a polarized film the electrode screens most of $P$, and in this model that charge shifts the barrier by about $eP\lambda/\varepsilon_0\approx1.1$ eV, upwards when the depolarizing field adds to $F$. This shift is contained in $\phi_0$, which therefore depends on the polarization state. The 1% figure is also an independent assumption: with $\lambda=0.05$ nm at both electrodes, a short-circuited capacitor leaves a fraction $r/(1+r)$ uncompensated, with $r=2\varepsilon_s\lambda/d=0.3$, which is about 23% and a field of 1.7 MV/cm.

### (f) Current over the barrier

Assume the same effective mass on both sides and no scattering. Let $E$ be the energy of motion along $x$, including potential energy, measured from the Fermi level. Let $P(E)$ be the transmission probability. There are $2/h^3$ electron states per unit volume and unit momentum volume, including spin. With $v_x\,dp_x=dE$,

$$
J=\frac{2e}{h^3}\int dE\,P(E)\int_0^\infty
\frac{2\pi p_\perp\,dp_\perp}{1+\exp[(E+p_\perp^2/2m)/kT]}.
$$

Put $w=p_\perp^2/(2mkT)$, so that $p_\perp dp_\perp=mkT\,dw$. The inner integral becomes

$$
2\pi mkT\int_0^\infty\frac{dw}{1+e^{E/kT+w}}
=2\pi mkT\ln(1+e^{-E/kT}).
$$

Therefore

$$
J=\frac{AT^2}{kT}\int P(E)\ln(1+e^{-E/kT})\,dE,
\qquad A=\frac{4\pi emk^2}{h^3}.
$$

For emission over the barrier alone, treat the electrons classically: $P=1$ above the top $B=\phi_0-\Delta\phi$ and $P=0$ below it. This neglects quantum reflection above the top, which for these data would reduce the current by a factor of a few. As $B\gg kT$, the logarithm is $e^{-E/kT}$ to excellent accuracy, and its integral from $B$ upwards is $kTe^{-B/kT}$. Thus

$$
J_{\rm over}=AT^2e^{-(\phi_0-\Delta\phi)/kT}.
$$

At fixed temperature and $\phi_0$, the lowering multiplies this current by

$$
e^{\Delta\phi/kT}=e^{0.1897/0.02585}\approx1.5\times10^3.
$$

At 358 K the factor is about 470, because the same energy is then a smaller multiple of $kT$. The exponential also magnifies errors: the 0.02 eV screening correction alone reduces the current at 300 K by a factor $e^{0.02/0.02585}\approx2.2$.

For $m=0.2m_e$, $A=24.0$ A/(cm² K²). The barrier of 1.81 eV is 70.03 times $kT$, and

$$
J_{\rm over}=24.0\times300^2\times e^{-70.03}\ \text{A/cm}^2
\approx8\times10^{-25}\ \text{A/cm}^2.
$$

### (g) Tunnelling

In the semiclassical approximation, far below the top, $P\approx e^{-S}$ with

$$
S(E)=\frac{2}{\hbar}\int\sqrt{2m[U(x)-E]}\,dx.
$$

First omit the image force. At the Fermi level, $E=0$, the barrier falls linearly from 2 eV to $\phi_0-eFd=1$ eV. Substituting $s=\phi_0-eFx$, with $dx=-ds/(eF)$, gives

$$
S(0)=\frac{4\sqrt{2m}}{3\hbar eF}
\left[\phi_0^{3/2}-(\phi_0-eFd)^{3/2}\right].
$$

The prefactor is 30.55 eV$^{-3/2}$ and the bracket is $2.828-1=1.828$ eV$^{3/2}$, so $S(0)=55.9$. Including the images in both electrodes reduces it to 53.5. This is much smaller than the thermal exponent of 70.0.

The current also depends on how many energies contribute. Near the Fermi level write $S(E)\approx S(0)-gE$. Replacing $\phi_0$ by $\phi_0-E$ in the formula without images and differentiating gives

$$
g=\tfrac32\times30.55\times(\sqrt2-1)\ \text{eV}^{-1}=19.0\ \text{eV}^{-1}.
$$

With $y=E/kT$ and $b=gkT=0.49$, the energy integral in part (f) supplies the factor

$$
\int_{-\infty}^{\infty}e^{by}\ln(1+e^{-y})\,dy
=\frac1b\int_{-\infty}^{\infty}\frac{e^{by}}{1+e^y}\,dy
=\frac{\pi}{b\sin\pi b}\approx6.4.
$$

The first equality is integration by parts, whose boundary terms vanish for $0<b<1$; the second uses a standard integral. Hence

$$
J_{\rm tun}\approx24.0\times300^2\times e^{-53.5}\times6.4\ \text{A/cm}^2
\approx8\times10^{-17}\ \text{A/cm}^2.
$$

Numerical integration over energy with the complete barrier, including the small reverse flow but still with a semiclassical transmission, gives $8.3\times10^{-17}$ A/cm². The semiclassical approximation leaves this value uncertain by a factor of a few, since the exact transmission also depends on the band depth of the metal. Tunnelling exceeds emission over the top by a factor of about $10^8$. The answer to the question is therefore no: the barrier is lowered by 0.19 eV, but the Schottky emission formula does not give the main current for these data.

**Comparison with real capacitors.** The thickness, permittivities and polarization are typical of hafnia memory capacitors in a rough sense; the barrier and mass are less certain. The field is a quarter of a rough breakdown field of 4 MV/cm, but it is close to typical coercive fields, so a leakage measurement must be separated from switching current. Measured leakage varies widely between films. A very rough figure of $10^{-7}$ A/cm² would exceed the tunnelling result by about nine orders of magnitude. One assumption open to doubt is a film free of defects. Transport through traps is a natural candidate for the difference, but this model does not calculate it. The gap does not single out traps, because the tunnelling exponent is sensitive to uncertain inputs. With $m=0.1\,m_e$ the same calculation gives about $4\times10^{-10}$ A/cm², and with $\phi_0=1.5$ eV about $5\times10^{-12}$ A/cm². The parabolic band also overestimates the decay 1–2 eV inside the gap: a two-band dispersion with a 5.7 eV gap raises the result for $m=0.2\,m_e$ to about $3\times10^{-13}$ A/cm², and combined with $m=0.1\,m_e$ it gives about $3\times10^{-7}$ A/cm². The changes of mass and dispersion only widen the lead of tunnelling over emission across the top.

### (h) Escape from a charged centre

Let $r$ be the distance from the centre in the direction in which the field pulls the electron. Assume that the electron escapes quickly compared with the lattice response, so that $\varepsilon_\infty$ again applies. The centre is fixed, so the full Coulomb energy enters:

$$
U(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_\infty r}-eFr
=-\frac{4a}{r}-eFr.
$$

This is the problem of part (b) with $a$ replaced by $4a$. The top lies at $r_m=\sqrt{4a/(eF)}=2x_m=1.90$ nm, and the lowering is

$$
2\sqrt{4aeF}=2\Delta\phi=0.38\ \text{eV}.
$$

This is the Poole–Frenkel effect. It doubles the Schottky value because a fixed charge replaces a retreating image. The result requires a centre that is positively charged once the electron has left. A centre that is then neutral has no long-range Coulomb attraction, and this formula does not apply to it.

## Computed values

```
Field: 1 MV/cm
Field in working units: 0.1 V/nm
High-frequency relative permittivity: 4
e^2/(4 pi eps0): 1.43996 eV nm
Image coefficient a: 0.089998 eV nm
Distance to barrier top, formula: 0.9487 nm
Distance to barrier top, numerical: 0.9487 nm
Image force at top, from surface stress: 0.1 eV/nm
Image energy at top, from work: -0.09487 eV
Barrier lowering, formula: 0.1897 eV
Barrier lowering, numerical: 0.1897 eV
Barrier lowering in joules: 3.04e-20 J
Barrier before lowering (rough): 2 eV
Barrier after lowering: 1.81 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Over-barrier emission factor at 300 K: 1540
Higher temperature of use: 358 K
Over-barrier emission factor at 358 K: 468.8
Static relative permittivity (rough): 30
Lowering with static permittivity: 0.06928 eV
Effective mass / electron mass (rough): 0.2
Thermal speed: 1.51e+05 m/s
Crossing time: 6.29 fs
Lattice period (rough): 100 fs
Lattice response fraction: 0.0771
Effective permittivity during crossing: 4.29
Lowering with partial lattice response: 0.183 eV
Film thickness: 10 nm
Change from second electrode: 0.0002 eV
Electrode screening length (rough): 0.05 nm
Retreat of image plane: 0.2 nm
Change from electrode screening: -0.02 eV
Polarization (rough): 20 uC/cm2
Uncompensated fraction: 0.01
Extra field from that charge: 0.075 MV/cm
Change from that extra field: 0.007 eV
Breakdown field (rough): 4 MV/cm
Field / breakdown field: 0.25
Lattice spacing (rough): 0.5 nm
Distance to top / lattice spacing: 1.9
Voltage across film: 1 V
Richardson constant with film mass: 24.03 A/(cm2 K2)
Tunnelling exponent at Fermi level, no image: 55.9
Tunnelling exponent at Fermi level, with image: 53.5
Over-barrier current density: 8.4e-25 A/cm2
Tunnelling current density: 8.3e-17 A/cm2
Tunnelling / over-barrier current: 9.8e+07
```
